Orbital gap of a symmetric two-site model with U and V

**The model**

Two identical sites, 1 and 2, carry one orbital each, φ₁ and φ₂. The orbitals are real, normalized and orthogonal to each other. The system holds two electrons, one of each spin. Before any Hubbard correction, an electron of either spin is described by the mean-field Hamiltonian

h₀ = [[e₀, −t], [−t, e₀]], t > 0,

where each inner bracket is a row of the matrix. The site energy e₀ and the hopping energy t are held fixed throughout; h₀ is called the baseline.

For each spin the occupied orbital is ψ = c₁φ₁ + c₂φ₂ with |c₁|² + |c₂|² = 1, and its density matrix is

n_ij = c_i c_j*.

The diagonal element n₁₁ is the occupation of site 1 by that spin. The off-diagonal element n₁₂ measures how far the electron is shared coherently between the sites. The Hubbard corrections add to the energy, for each spin,

E_UV = (U/2) Σ_i n_ii(1 − n_ii) − (V/2) Σ_{i≠j} n_ij n_ji, U ≥ 0, V ≥ 0.

The second sum runs over ordered pairs, so (1,2) and (2,1) both appear. The U term is a penalty on fractional occupation, since n(1 − n) vanishes at n = 0 and n = 1. The V term is a reward for sharing between sites.

The gap is the antibonding orbital eigenvalue minus the bonding one, both taken from the same Hamiltonian. No electron is added or removed in this definition.

**Part (a)**

*Question.* Find the eigenvalues of the baseline, its gap, and the density matrix of the occupied orbital.

*Answer.* The sites are identical, so the even and odd combinations are the natural trial vectors. Acting with h₀ on (1, ±1)/√2 gives for the first component

(e₀ ∓ t)/√2,

and for the second component

(−t ± e₀)/√2 = ±(e₀ ∓ t)/√2.

Both components are multiplied by the same factor, so these vectors are eigenvectors, with eigenvalues

ε(bonding) = e₀ − t, ε(antibonding) = e₀ + t.

The baseline gap is therefore 2t. Since t > 0, the even orbital is the lower one, and each spin occupies it. With c₁ = c₂ = 1/√2,

n₁₁ = n₂₂ = 1/2, n₁₂ = n₂₁ = 1/2.

**Part (b)**

*Question.* Derive the Hamiltonian that determines the orbitals once U and V are included.

*Answer.* The occupied orbital must make the energy stationary while staying normalized. The first task is to write the energy of one spin in terms of the density matrix. The baseline part is

Σ_ij c_i* (h₀)_ij c_j = e₀(n₁₁ + n₂₂) − t(n₁₂ + n₂₁),

because c₁*c₂ = n₂₁ and c₂*c₁ = n₁₂. In the V term the two ordered pairs give the same product, so

−(V/2)(n₁₂n₂₁ + n₂₁n₁₂) = −V n₁₂n₂₁.

The energy of one spin is then

E = e₀(n₁₁ + n₂₂) − t(n₁₂ + n₂₁) + (U/2)[n₁₁(1 − n₁₁) + n₂₂(1 − n₂₂)] − V n₁₂n₂₁.

A small change of the coefficients changes E by

δE = Σ_i (∂E/∂c_i*) δc_i* + complex conjugate.

Here c_i and c_i* may be treated as independent: the changes δc_i and iδc_i are both allowed, and together they require the coefficient of each δc_i* to vanish separately. Normalization is imposed by subtracting ε(|c₁|² + |c₂|² − 1), where ε is a Lagrange multiplier. The conditions are

∂E/∂c_i* = ε c_i.

For i = 1, the elements that contain c₁* are n₁₁ = c₁c₁* and n₂₁ = c₂c₁*. Their derivatives with respect to c₁* are c₁ and c₂. The U term contributes through

d/dn [(U/2)(n − n²)] = (U/2)(1 − 2n) = U(1/2 − n).

Collecting the terms gives

[e₀ + U(1/2 − n₁₁)] c₁ − (t + V n₁₂) c₂ = ε c₁.

For i = 2, the relevant elements are n₂₂ and n₁₂ = c₁c₂*, with derivatives c₂ and c₁. Hence

−(t + V n₂₁) c₁ + [e₀ + U(1/2 − n₂₂)] c₂ = ε c₂.

These two lines are an eigenvalue equation with the Hamiltonian

h₁₁ = e₀ + U(1/2 − n₁₁), h₂₂ = e₀ + U(1/2 − n₂₂),

h₁₂ = −t − V n₁₂, h₂₁ = −t − V n₂₁.

It is Hermitian because n₂₁ = n₁₂*. The multiplier ε is the orbital eigenvalue. U acts on the site energies and V acts on the hopping. The Hamiltonian depends on the orbital it determines, so the two must be found self-consistently.

**Part (c)**

*Question.* Find the gap in the solution that treats the two sites alike. State separately what U and V do to it.

*Answer.* Try the bonding orbital of part (a) as the occupied orbital. Its density matrix has all elements equal to 1/2. The site energies become

h₁₁ = h₂₂ = e₀ + U(1/2 − 1/2) = e₀,

and the off-diagonal elements become

h₁₂ = h₂₁ = −t − V/2 = −(t + V/2).

This matrix has the form of the baseline with t replaced by t + V/2. Its eigenvectors are again (1, ±1)/√2, and the even one is again the lower. The trial orbital is thus reproduced by the Hamiltonian built from it, which is what self-consistency requires. The eigenvalues are

ε(bonding) = e₀ − t − V/2, ε(antibonding) = e₀ + t + V/2,

and their difference is

gap = 2t + V.

U leaves the gap at its baseline value, and V widens it by exactly V. Half of the widening comes from the lowering of the bonding level and half from the raising of the antibonding level. For V > 2t a second solution with equal occupations exists: occupying the odd orbital gives n₁₂ = −1/2 and h₁₂ = V/2 − t > 0, so the odd orbital is again the lower one, with a gap of V − 2t. Its energy is higher by 2t per spin, because only the hopping term changes, and it is not considered further.

The reason for the difference lies in where each correction acts. The potential U(1/2 − n) lowers an orbital that is more than half full and raises one that is less than half full. Here both sites are half full for each spin, so there is nothing for U to separate. The bonding and antibonding orbitals also have the same weight on each site and differ in the relative sign of their coefficients. It is the hopping element that distinguishes these signs, and V strengthens that element.

Two conventions enter the result.

First, the factor in front of V depends on how pairs are counted. If the prefactor V/2 were kept but the pair counted once, the energy would be −(V/2)n₁₂n₂₁, the off-diagonal element would be −t − V/4, and the widening would be V/2.

Second, the sign of t depends on the signs chosen for φ₁ and φ₂. For t < 0 the odd orbital is occupied, so n₁₂ = −1/2 and h₁₂ = |t| + V/2. The gap is then 2|t| + V, with the same widening.

The density matrix in this solution is the same with and without the corrections. A baseline that depended on this density matrix would therefore also stay the same, and holding h₀ fixed costs nothing here. That argument is confined to the levels of the symmetric solution; it does not say whether that solution is the lowest.

**Part (d)**

*Question.* Take e₀ = 0, t = 1.5 eV, U = 3.0 eV and V = 0.8 eV. Calculate the levels and the gap with both corrections. Calculate also what each correction adds to the total energy, and explain why U can change the energy without moving a level.

*Answer.* The baseline levels are ∓1.5 eV, with a gap of 3.0 eV. With both corrections the off-diagonal element is

−(1.5 + 0.8/2) eV = −1.9 eV,

so the levels are −1.9 eV and +1.9 eV. The gap is

2 × 1.5 eV + 0.8 eV = 3.8 eV = 6.088 × 10⁻¹⁹ J.

The widening is 0.8 eV, or 1.282 × 10⁻¹⁹ J.

For the energies, each site has n(1 − n) = 1/4. The U term of one spin is (U/2)(1/4 + 1/4) = U/4, and for both spins

E_U = U/2 = 1.5 eV.

The V term of one spin is −V × (1/2)² = −V/4, and for both spins

E_V = −V/2 = −0.4 eV.

U thus raises the total energy by 1.5 eV and moves neither level. The energy depends on the value of n(1 − n), whereas the potential depends on its slope. At n = 1/2 the function n(1 − n) has its maximum, so its value is largest where its slope is zero.

V lowers the energy by V/4 per electron but lowers the bonding level by V/2. The factor of two arises because the V energy is quadratic in the density matrix. Its contribution to the occupied eigenvalue is

c₁*(−V n₁₂)c₂ + c₂*(−V n₂₁)c₁ = −2V n₁₂n₂₁,

which is twice the energy −V n₁₂n₂₁. A shift of an eigenvalue is therefore not the same thing as a shift of the energy per electron.

**Part (e)**

*Question.* Let the sites differ: their baseline energies are e₀ − δ/2 on site 1 and e₀ + δ/2 on site 2, with δ = 1.0 eV. Keep t = 1.5 eV and set V = 0. Does U still leave the gap alone? Compare U = 0 with U = 2.0 eV.

*Answer.* Let m = n₁₁ − n₂₂. Since n₁₁ + n₂₂ = 1, the occupations are n₁₁ = (1 + m)/2 and n₂₂ = (1 − m)/2. The U potential is then −Um/2 on site 1 and +Um/2 on site 2. The difference between the site energies becomes

D = δ + Um.

Measured from e₀, the Hamiltonian is

k = [[−D/2, −t], [−t, D/2]].

Squaring it gives k² = R² times the unit matrix, with

R = √(D²/4 + t²),

because the off-diagonal elements of the square cancel. The eigenvalues are therefore ±R, one of each sign since the trace of k is zero. The gap is

2R = √(D² + 4t²).

The density matrix of the lower orbital is

n = (1 − k/R)/2,

since this expression gives 1 when acting on the eigenvector with eigenvalue −R and 0 when acting on the other. Reading off its elements,

n₁₁ = 1/2 + D/(4R), n₁₂ = t/(2R),

and therefore m = D/(2R).

For U = 0 we have D = δ, and

gap = √(1.0² + 3.0²) eV = 3.16 eV, n₁₁ = 0.658.

For U = 2.0 eV the equations for m and D must be solved together. The numerical solution has n₁₁ = 0.7933, so m = 2n₁₁ − 1 = 0.587. This can be checked by hand:

D = 1.0 eV + 2.0 eV × 0.587 = 2.17 eV,

gap = √(2.17² + 3.0²) eV = 3.70 eV,

m = 2.17/3.70 = 0.59.

The last line returns the value of m that was put in, to the digits carried. U has widened the gap from 3.16 eV to 3.70 eV. The lower site is more than half full, so U lowers it further and raises the other. The absence of U from the gap in part (c) is thus a consequence of the equal occupations, and it is lost when the sites are unlike.

**Part (f)**

*Question.* Return to identical sites. For which values of U is the symmetric solution the state of lowest energy in this model? Find the gap of the state that replaces it, and evaluate it for U = 6.0 eV with t = 1.5 eV and V = 0.8 eV.

*Answer.* Part (c) showed that the symmetric orbital is self-consistent, which makes the energy stationary but not necessarily lowest. To decide, the energy is needed for every possible occupied orbital. Apart from an overall phase, which does not affect n_ij, any normalized orbital can be written as

c₁ = cos(θ/2), c₂ = sin(θ/2) e^{iα}, 0 ≤ θ ≤ π.

Its density matrix is

n₁₁ = (1 + cos θ)/2, n₂₂ = (1 − cos θ)/2, n₁₂ = (1/2) sin θ e^{−iα}.

Let s = sin θ, which lies between 0 and 1. Because n₁₁ + n₂₂ = 1,

n₁₁(1 − n₁₁) = n₂₂(1 − n₂₂) = n₁₁n₂₂ = (1 − cos²θ)/4 = s²/4.

The U term is then (U/2)(s²/2) = Us²/4. The V term is −V|n₁₂|² = −Vs²/4. The hopping term is −t(n₁₂ + n₂₁) = −ts cos α. The energy of one spin is

E = e₀ − ts cos α + (U − V)s²/4.

The phase enters through the hopping term alone, and α = 0 makes that term lowest. What remains is a function of s with slope

dE/ds = −t + (U − V)s/2.

If U − V ≤ 2t, the slope is at most −t(1 − s), which is negative for all s < 1. The energy falls all the way to s = 1, the symmetric state. If U − V > 2t, the slope vanishes at

s = 2t/(U − V) < 1,

and this is a minimum because the coefficient of s² is positive. The symmetric solution is therefore the lowest state when

U ≤ 2t + V.

The right-hand side is the symmetric gap itself. For the present t and V it equals 3.8 eV, so the value U = 3.0 eV of part (d) lies inside the range. As t → 0 the condition becomes U ≤ V: when the sites are nearly decoupled, a U larger than V by more than 2t is enough to localize the electrons.

The numerical check scans the occupied orbitals, complex phases included, on both sides of this threshold. With U lower than the threshold by 0.1 eV, the best orbital has 2|n₁₂| = 1.000. With U higher by 0.1 eV it has 0.969. The formula gives 3.0/3.1 = 0.968, and the small difference is within the accuracy set by the spacing of the scanned angles.

Beyond the threshold, cos θ = ±√(1 − s²), so each electron has more weight on one site than on the other. The imbalance n₁₁ − n₂₂ = cos θ grows from zero at the threshold and approaches ±1 as U − V becomes large compared with 2t; this state is called localized below. Take the upper sign and write c = √(1 − s²). From part (b), measured from e₀,

h₁₁ = −Uc/2, h₂₂ = +Uc/2, h₁₂ = −(t + Vs/2).

The condition for the minimum, rewritten as t = (U − V)s/2, simplifies the hopping element:

t + Vs/2 = (U − V)s/2 + Vs/2 = Us/2.

This is the matrix k of part (e) with D = Uc and with t replaced by Us/2. Its gap is

√(U²c² + U²s²) = U,

since c² + s² = 1. The lower sign exchanges the sites and gives the same gap. In the localized state the gap is thus set by U, and at the threshold U = 2t + V it joins the symmetric value without a jump.

For U = 6.0 eV,

s = 3.0/(6.0 − 0.8) = 0.577, n₁₂ = s/2 = 0.288,

c = √(1 − 0.577²) = 0.817, n₁₁ = (1 + 0.817)/2 = 0.908.

The gap is 6.0 eV. The symmetric solution still exists at this U, and its gap is still 3.8 eV, but it is no longer lowest. For both spins, with e₀ = 0, its energy is

2[−t + (U − V)/4] = 2(−1.5 + 1.3) eV = −0.40 eV.

In the localized state, inserting s = 2t/(U − V) into E gives −2t²/(U − V) + t²/(U − V) = −t²/(U − V) per spin. For both spins this is

−2 × 1.5²/5.2 eV = −0.87 eV,

which is lower by 0.47 eV. A calculation that imposes equal site occupations for each spin separately would therefore report a gap that does not depend on U, but for a state that is not the minimum. Making only the total occupations equal does not have this effect, since the two spins can still localize on opposite sites, and the gap is then U.

The two spins may localize on opposite sites or on the same site. With h₀ fixed, the energy is a sum of separate spin contributions, so the model gives both arrangements the same energy. This shows the limit of the fixed baseline: once the electrons localize, the density matrix differs from that of part (a), and a baseline that responds to it would change. Such a baseline can split the two arrangements and also move the threshold itself. For example, adding a repulsion K Σ_i n_ii(↑) n_ii(↓) with K = 1 eV moves the threshold from 3.8 eV to 2.8 eV for localization on opposite sites and to 4.8 eV for the same site. The threshold and the localized gap found here belong to the model with fixed h₀.

Computed values

```
hopping t: 1.5000 eV
on-site U (used together with V): 3.0000 eV
on-site U (used alone): 2.0000 eV
intersite V: 0.8000 eV
baseline bonding level: -1.5000 eV
baseline antibonding level: 1.5000 eV
baseline gap: 3.0000 eV
gap with U alone: 3.0000 eV
gap with V alone: 3.8000 eV
gap with U and V: 3.8000 eV
widening by U and V: 0.8000 eV
bonding level with U and V: -1.9000 eV
antibonding level with U and V: 1.9000 eV
site occupation per spin n_11: 0.5000
intersite element per spin n_12: 0.5000
off-diagonal Hamiltonian element with U and V: -1.9000 eV
energy correction from U, both spins: 1.5000 eV
energy correction from V, both spins: -0.4000 eV
baseline gap in joules: 4.8065e-19 J
gap with U and V in joules: 6.0883e-19 J
widening in joules: 1.2817e-19 J
unequal sites: site-energy difference: 1.0000 eV
unequal sites: gap without U: 3.1623 eV
unequal sites: gap with U alone: 3.7045 eV
unequal sites: n_11 without U: 0.6581
unequal sites: n_11 with U alone: 0.7933
largest U for a stable symmetric state, V + 2t: 3.8000 eV
scan, U 0.1 eV below threshold: 2|n_12|: 1.000
scan, U 0.1 eV above threshold: 2|n_12|: 0.969
large U: 6.0000 eV
large U: gap of symmetric state: 3.8000 eV
large U: gap of localized state: 6.0000 eV
large U: n_11 of localized state: 0.9084
large U: n_12 of localized state: 0.2885
large U: energy of symmetric state, both spins: -0.4000 eV
large U: energy of localized state, both spins: -0.8654 eV
```
